# Knudsen Conductance of a Cylindrical Pore after Trimethylsilyl Capping: test program

```python
"""
Result under test: a wall layer of thickness t in a long cylindrical pore of
initial radius r0 multiplies the Knudsen conductance by (1 - t/r0)**3.
For a 2 nm diameter and t = 0.4 nm this is 0.216.
Conductance C: molecules per second = C * (difference of number density),
C = 2*pi*r**3*vbar/(3*L), with vbar the mean speed and L the pore length.
Model: point molecules, wall collisions only, diffuse (cosine-law) reflection.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import toeplitz

# Inputs (material and gas values are rough typical ones)
diameter_nm = 2.0
layer_nm = 0.4
length_nm = 100.0
temperature = 300.0
pressure_torr = 1.0
mass_u = 28.014            # nitrogen molecule
molecule_nm = 0.36         # rough collision diameter of nitrogen
well_eV = 0.10             # illustrative wall attraction
well_width_nm = 0.10       # illustrative range of the attraction

r0 = diameter_nm / 2
r1 = r0 - layer_nm
kT = const.k * temperature
mass = mass_u * const.atomic_mass
vbar = np.sqrt(8 * kT / (np.pi * mass))


def conductance(radius_nm):
    """Long-tube formula, in m^3/s."""
    return 2*np.pi*(radius_nm*1e-9)**3*vbar / (3*length_nm*1e-9)


def diffusivity(radius_nm):
    """Knudsen diffusivity, in m^2/s."""
    return 2 * radius_nm * 1e-9 * vbar / 3


ratio = conductance(r1) / conductance(r0)

# Test: mean speed and mean inverse speed of wall-leaving molecules.
# Speeds are in units of sqrt(2kT/m).
unit_speed = np.sqrt(2 * kT / mass)
norm = quad(lambda v: v**2 * np.exp(-v*v), 0, np.inf)[0]
flux_norm = quad(lambda v: v**3 * np.exp(-v*v), 0, np.inf)[0]
mean_speed = unit_speed * flux_norm / norm
mean_inverse_speed = norm / flux_norm / unit_speed
assert abs(mean_speed / vbar - 1) < 1e-8


def flow_integral(radius):
    """Flow through a section per unit vbar for density n = 1 - z.

    Sums over position in the section and over direction of flight; each
    molecule carries the density of the wall point that it last left.
    """
    nodes, weights = np.polynomial.legendre.leggauss(80)
    x = (radius * (nodes + 1) / 2)[:, None, None]
    wx = (radius * weights / 2)[:, None, None]
    theta = (np.pi * (nodes + 1) / 2)[None, None, :]
    wt = (np.pi * weights / 2)[None, None, :]
    nphi = 240
    phi = (2*np.pi*(np.arange(nphi) + 0.5)/nphi)[None, :, None]
    back = -x*np.cos(phi) + np.sqrt(radius**2 - (x*np.sin(phi))**2)
    origin = -back * np.cos(theta) / np.sin(theta)
    density = 1 - origin
    integrand = density * np.cos(theta) * np.sin(theta) / (4*np.pi)
    return np.sum(2*np.pi*x*wx * (2*np.pi/nphi) * wt * integrand)


# Test: the flow integral against the formula, and its ratio
flow0, flow1 = flow_integral(r0), flow_integral(r1)
for radius, flow in ((r0, flow0), (r1, flow1)):
    assert abs(flow / (2*np.pi*radius**3/3) - 1) < 5e-4
assert abs(flow1 / flow0 - ratio) < 2e-4


def wall_average(function):
    """Cosine-law average over directions leaving a wall of unit radius."""
    def integrand(phi, theta):
        weight = np.sin(theta)**2 * np.cos(phi) / np.pi
        flight = 2 * np.cos(phi) / np.sin(theta)
        return weight * function(flight, theta)
    return dblquad(integrand, 0, np.pi, -np.pi/2, np.pi/2)[0]


# Test: random walk between wall hits gives the same diffusivity
mean_square_step = wall_average(lambda s, th: (s * np.cos(th))**2)
mean_flight = wall_average(lambda s, th: s)
assert abs(mean_square_step - 8/3) < 1e-6
assert abs(mean_flight - 2) < 1e-6
for radius in (r0, r1):
    metres = radius * 1e-9
    flight_time = mean_flight * metres * mean_inverse_speed
    walk = mean_square_step * metres**2 / (2 * flight_time)
    assert abs(walk / diffusivity(radius) - 1) < 1e-6


def transmission(aspect, cells=1600):
    """Passage probability of a finite tube; aspect = length/radius."""
    def to_disc(u):
        # probability that a wall molecule flies past a section at distance u
        return (u*u + 2) / (2*np.sqrt(u*u + 4)) - u/2

    def entrance_to_wall(u):
        # probability that an entering molecule hits the wall before depth u
        return (u*np.sqrt(u*u + 4) - u*u) / 2

    h = aspect / cells
    edges = h * np.arange(cells + 1)
    centres = edges[:-1] + h/2
    k = np.arange(1, cells)
    hop = np.empty(cells)
    hop[0] = 1 - 2*to_disc(h/2)
    hop[1:] = to_disc((k - 0.5)*h) - to_disc((k + 0.5)*h)
    leave = to_disc(aspect - centres)
    success = np.linalg.solve(np.eye(cells) - toeplitz(hop), leave)
    first_hit = np.diff(entrance_to_wall(edges))
    return 1 - entrance_to_wall(aspect) + first_hit @ success


def simulate(aspect, number, seed=7):
    """Passage probability by following particles, unit radius."""
    rng = np.random.default_rng(seed)
    x = np.sqrt(rng.random(number))
    phi = 2*np.pi*rng.random(number)
    cos2 = rng.random(number)
    across = -x*np.cos(phi) + np.sqrt(1 - (x*np.sin(phi))**2)
    z = across * np.sqrt(cos2 / (1 - cos2))
    passed = 0
    while z.size:
        passed += np.count_nonzero(z >= aspect)
        z = z[(z > 0) & (z < aspect)]
        normal2 = rng.random(z.size)
        psi = 2*np.pi*rng.random(z.size)
        side = np.sqrt(1 - normal2)
        tangent, axial = side*np.sin(psi), side*np.cos(psi)
        z = z + 2*np.sqrt(normal2)*axial / (normal2 + tangent**2)
    return passed / number


# Test: integral equation against particle simulation (five standard errors)
samples = 200000
short_equation = transmission(10.0, 800)
short_simulation = simulate(10.0, samples)
standard_error = np.sqrt(short_equation*(1 - short_equation)/samples)
assert abs(short_equation - short_simulation) < 5*standard_error

# Test: grid convergence and approach to the long-tube formula.
# The grid error is of order (cell width / radius)^2 / 32.
aspect0, aspect1 = length_nm/r0, length_nm/r1
pass0, pass1 = transmission(aspect0), transmission(aspect1)
assert abs(transmission(aspect1, 800)/pass1 - 1) < 3e-3


def finite_over_long(aspect, probability):
    opening = np.pi * vbar / 4            # unit radius
    long_tube = 2*np.pi*vbar / (3*aspect)
    return opening * probability / long_tube


end0 = finite_over_long(aspect0, pass0)
end1 = finite_over_long(aspect1, pass1)
end_short = finite_over_long(10.0, short_equation)
end_long = finite_over_long(400.0, transmission(400.0))
assert end_short < end0 < end1 < end_long < 1
assert end_long > 0.97
finite_ratio = ratio * end1 / end0
assert abs(finite_ratio - ratio) < 0.01

# Sizes of neglected effects
torr = const.torr
density = pressure_torr * torr / kT
cross = np.sqrt(2) * np.pi * (molecule_nm*1e-9)**2
path_low = 1 / (cross * density)
path_atm = kT / (cross * 760 * torr)
assert path_atm > 10 * diameter_nm * 1e-9

a = molecule_nm / 2
size_ratio = flow_integral(r1 - a) / flow_integral(r0 - a)
assert size_ratio < ratio


def content_factor(radius):
    """Equilibrium gas content relative to no attraction, same free area."""
    free = radius - a
    shell = 1 - ((free - well_width_nm)/free)**2
    return 1 + shell*(np.exp(well_eV*const.e/kT) - 1)


print(f"Initial pore diameter: {diameter_nm:.1f} nm")
print(f"Layer thickness: {layer_nm:.1f} nm")
print(f"Radius before, after: {r0:.1f}, {r1:.1f} nm")
print(f"Diameter after: {2*r1:.1f} nm")
print(f"Pore length: {length_nm:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Pressure difference: {pressure_torr:.0f} Torr")
print(f"Nitrogen molecular mass: {mass_u:.3f} u")
print(f"Mean speed: {vbar:.1f} m/s")
print(f"Area ratio: {(r1/r0)**2:.3f}")
print(f"Diffusivity ratio: {diffusivity(r1)/diffusivity(r0):.3f}")
print(f"Conductance ratio, formula: {ratio:.4f}")
print(f"Conductance ratio, flow integral: {flow1/flow0:.4f}")
print(f"Conductance lost: {100*(1-ratio):.1f} percent")
print(f"Linear estimate 1-3t/r0: {1-3*layer_nm/r0:.2f}")
print(f"Ratio if 2 nm were the radius: {(1-layer_nm/2.0)**3:.3f}")
print(f"Diffusivity before: {diffusivity(r0)*1e4:.3e} cm2/s")
print(f"Diffusivity after: {diffusivity(r1)*1e4:.3e} cm2/s")
print(f"Conductance before: {conductance(r0)*1e18:.3f} um3/s")
print(f"Conductance after: {conductance(r1)*1e18:.3f} um3/s")
print(f"Number density at 1 end: {density*1e-6:.3e} cm^-3")
print(f"Flow before: {conductance(r0)*density:.3e} molecules/s")
print(f"Flow after: {conductance(r1)*density:.3e} molecules/s")
print(f"Mean-square axial step / r^2: {mean_square_step:.4f}")
print(f"Mean flight length / r: {mean_flight:.4f}")
print(f"Short tube L/r=10, equation: {short_equation:.4f}")
print(f"Short tube L/r=10, simulation: {short_simulation:.4f}")
print(f"Simulation standard error: {standard_error:.4f}")
print(f"Length/radius before, after: {aspect0:.0f}, {aspect1:.0f}")
print(f"Finite/long conductance before: {end0:.3f}")
print(f"Finite/long conductance after: {end1:.3f}")
print(f"Conductance ratio with ends: {finite_ratio:.3f}")
print(f"Mean free path at {pressure_torr:.0f} Torr: {path_low*1e6:.1f} um")
print(f"Mean free path at 760 Torr: {path_atm*1e9:.0f} nm")
print(f"Molecule diameter (rough): {molecule_nm:.2f} nm")
print(f"Centre radius before, after: {r0-a:.2f}, {r1-a:.2f} nm")
print(f"Conductance ratio with molecular size: {size_ratio:.3f}")
for thickness in (0.3, 0.5):
    changed = conductance(r0 - thickness)/conductance(r0)
    print(f"Ratio for a {thickness:.1f} nm layer: {changed:.3f}")
print(f"Thermal energy kT: {kT/const.e:.4f} eV")
print(f"Illustrative well: {well_eV:.2f} eV, {well_width_nm:.2f} nm wide")
print(f"Content factor from well, before: {content_factor(r0):.1f}")
print(f"Content factor from well, after: {content_factor(r1):.1f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Initial pore diameter: 2.0 nm
Layer thickness: 0.4 nm
Radius before, after: 1.0, 0.6 nm
Diameter after: 1.2 nm
Pore length: 100 nm
Temperature: 300 K
Pressure difference: 1 Torr
Nitrogen molecular mass: 28.014 u
Mean speed: 476.2 m/s
Area ratio: 0.360
Diffusivity ratio: 0.600
Conductance ratio, formula: 0.2160
Conductance ratio, flow integral: 0.2160
Conductance lost: 78.4 percent
Linear estimate 1-3t/r0: -0.20
Ratio if 2 nm were the radius: 0.512
Diffusivity before: 3.174e-03 cm2/s
Diffusivity after: 1.905e-03 cm2/s
Conductance before: 9.973 um3/s
Conductance after: 2.154 um3/s
Number density at 1 end: 3.219e+16 cm^-3
Flow before: 3.210e+05 molecules/s
Flow after: 6.934e+04 molecules/s
Mean-square axial step / r^2: 2.6667
Mean flight length / r: 2.0000
Short tube L/r=10, equation: 0.1909
Short tube L/r=10, simulation: 0.1916
Simulation standard error: 0.0009
Length/radius before, after: 100, 167
Finite/long conductance before: 0.948
Finite/long conductance after: 0.967
Conductance ratio with ends: 0.220
Mean free path at 1 Torr: 54.0 um
Mean free path at 760 Torr: 71 nm
Molecule diameter (rough): 0.36 nm
Centre radius before, after: 0.82, 0.42 nm
Conductance ratio with molecular size: 0.134
Ratio for a 0.3 nm layer: 0.343
Ratio for a 0.5 nm layer: 0.125
Thermal energy kT: 0.0259 eV
Illustrative well: 0.10 eV, 0.10 nm wide
Content factor from well, before: 11.7
Content factor from well, after: 20.7
ALL CHECKS PASSED
```
